# The adiabatic barrier for degenerate proton transfer with constant coupling

## Two parabolas without coupling

Let a proton sit on one of two equivalent sites, and let its surroundings respond to where it sits. The surroundings are described by one classical coordinate $Q$ with force constant $k$. Their energy is lowest at $Q=0$ when the proton is on site 1 and at $Q=Q_0$ when it is on site 2. With the dimensionless coordinate $x=Q/Q_0$, the two energies are

$$U_1=\lambda x^2,\qquad U_2=\lambda(1-x)^2,\qquad \lambda=\tfrac12 kQ_0^2. \tag{1}$$

The reorganization energy $\lambda$ is the energy of state 2 at the minimum of state 1, since $U_2(0)=\lambda$. It is the cost of moving the proton while the surroundings stay arranged for the old site. The transfer is degenerate because both minima have energy zero.

If the states are not coupled, the cheapest way to make them equal in energy is to distort the surroundings halfway. Setting $U_1=U_2$ gives $x^2=1-2x+x^2$, hence $x=1/2$ and

$$U_1(\tfrac12)=U_2(\tfrac12)=\frac{\lambda}{4}. \tag{2}$$

The lower of the two curves has a cusp of this height. A coupling $V$ between the states rounds the cusp and lowers it. It also lowers the two wells, and the barrier is the difference between the two altered energies.

## The lower surface

Let $V$ be real, positive and independent of $x$. In the basis of the two localized (diabatic) states the Hamiltonian is

$$H(x)=\begin{pmatrix}U_1&V\\V&U_2\end{pmatrix}. \tag{3}$$

A negative $V$ gives the same energies, because the eigenvalues depend on $V^2$. In the formulas below $V$ then stands for $|V|$.

The symmetry is easier to use with $y=x-\tfrac12$, for which

$$U_1=\lambda\left(y^2+y+\tfrac14\right),\qquad U_2=\lambda\left(y^2-y+\tfrac14\right). \tag{4}$$

Half the sum is $\lambda(y^2+\tfrac14)$ and half the difference is $(U_1-U_2)/2=\lambda y$. An eigenvalue $E$ of (3) satisfies $(U_1-E)(U_2-E)=V^2$. Writing $E=\lambda(y^2+\tfrac14)+\epsilon$ turns this into $(\lambda y-\epsilon)(-\lambda y-\epsilon)=V^2$, or $\epsilon^2=\lambda^2y^2+V^2$. The lower surface takes the negative root:

$$E_-(y)=\lambda\left(y^2+\tfrac14\right)-R(y),\qquad R(y)=\sqrt{\lambda^2y^2+V^2}. \tag{5}$$

The upper surface has $+R$, so the vertical gap is $2R$.

## Stationary points and barrier

Since $R'=\lambda^2y/R$, the slope of (5) is

$$E_-'(y)=\lambda y\left(2-\frac{\lambda}{R}\right). \tag{6}$$

It vanishes at $y=0$, and also where $R=\lambda/2$. Squaring the second condition gives $\lambda^2y^2+V^2=\lambda^2/4$, so

$$y_\pm=\pm\frac{c}{2},\qquad c=\sqrt{1-\frac{4V^2}{\lambda^2}}. \tag{7}$$

These two points are real and distinct when $V<\lambda/2$, which is the assumption from here on.

To classify the points, use

$$\frac{d}{dy}\frac{y}{R}=\frac1R-\frac{\lambda^2y^2}{R^3}=\frac{V^2}{R^3},$$

which gives

$$E_-''(y)=2\lambda-\frac{\lambda^2V^2}{R^3}. \tag{8}$$

At $y=0$, where $R=V$, and at $y_\pm$, where $R=\lambda/2$, this becomes

$$E_-''(0)=2\lambda-\frac{\lambda^2}{V}<0,\qquad E_-''(y_\pm)=2\lambda-\frac{8V^2}{\lambda}=2\lambda c^2>0. \tag{9}$$

There is one maximum, at the symmetric point, between two wells. The energy of the maximum is

$$E_-(0)=\frac{\lambda}{4}-V. \tag{10}$$

In the wells $y_\pm^2=\tfrac14-V^2/\lambda^2$ and $R=\lambda/2$, so

$$E_-(y_\pm)=\lambda\left(\frac12-\frac{V^2}{\lambda^2}\right)-\frac{\lambda}{2}=-\frac{V^2}{\lambda}. \tag{11}$$

The barrier is (10) minus (11):

$$E_b=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}=\frac{\lambda^2-4\lambda V+4V^2}{4\lambda}=\frac{(\lambda-2V)^2}{4\lambda}. \tag{12}$$

No expansion in $V$ was made. The result is exact for the two-state Hamiltonian (3) with a classical coordinate. It is a difference of potential energies. A rate also needs a prefactor and the dynamics of crossing.

The three terms have separate origins. The first is the uncoupled crossing energy. The second is the lowering of the top, linear in $V$ because two equal energies are being mixed. The third comes from the wells. There the other state lies about $\lambda$ higher, so second-order perturbation theory already gives the lowering $V^2/\lambda$. That this value stays correct up to $V=\lambda/2$ is a property of the parabolas with constant coupling, shown by (11).

## What the wells look like

At both well bottoms $R=\lambda/2$, so the vertical gap is

$$2R(y_\pm)=\lambda, \tag{13}$$

whatever the coupling below $\lambda/2$. The wells move inward just enough to keep the gap constant.

The position of a well also tells how far the proton is shared. Let $w_1$ and $w_2=1-w_1$ be the weights of the two diabatic states in the lower eigenvector. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian, because the normalized eigenvector contributes nothing at first order. As $V$ is constant,

$$\frac{dE_-}{dx}=w_1\,2\lambda x-w_2\,2\lambda(1-x)=2\lambda(x-w_2). \tag{14}$$

At a stationary point, therefore, $x=w_2$. In the left well

$$x=w_2=\frac{1-c}{2}. \tag{15}$$

The surroundings sit at the average of their two preferred positions, weighted by the proton's presence on the two sites.

## Two limits, and the loss of the barrier

For $V\to0$ the barrier tends to $\lambda/4$, and to first order it is $\lambda/4-V$. This linear estimate is too low by $V^2/\lambda$. At $V=\lambda/4$ it predicts no barrier, whereas (12) gives $(\lambda/2)^2/(4\lambda)=\lambda/16$.

The other limit is $V=\lambda/2-\delta$ with small positive $\delta$. Near $y=0$,

$$R=V\sqrt{1+\frac{\lambda^2y^2}{V^2}}\approx V+\frac{\lambda^2y^2}{2V}-\frac{\lambda^4y^4}{8V^3}, \tag{16}$$

and so

$$E_-(y)-E_-(0)\approx\lambda\left(1-\frac{\lambda}{2V}\right)y^2+\frac{\lambda^4}{8V^3}y^4. \tag{17}$$

To leading order in $\delta$, $\lambda/(2V)=1/(1-2\delta/\lambda)\approx1+2\delta/\lambda$, and $8V^3\approx\lambda^3$. The right side becomes $-2\delta y^2+\lambda y^4$. Its minima lie at $y^2=\delta/\lambda$, at depth $\delta^2/\lambda$ below the top. Equation (12) agrees, since $(2\delta)^2/(4\lambda)=\delta^2/\lambda$. The barrier thus vanishes quadratically as the wells merge.

If $V\ge\lambda/2$, then $R\ge V\ge\lambda/2$, and the bracket in (6) is nowhere negative. The surface has a single minimum at $y=0$, where the proton is shared equally. The expression (12) grows again for $V>\lambda/2$, but the wells it compares no longer exist.

As a check that does not use (6) to (12), the matrix (3) was diagonalized on a fine grid of $x$ and the extrema were read off. For $\lambda=0.6$ and $1.7$ eV and six ratios $V/\lambda$ from 0.02 to 0.45, the barrier differed from (12) by at most $1.4\times10^{-9}$ eV.

## Many surrounding coordinates

Real surroundings have many coordinates, collected in a vector $q$. Suppose both states have the same symmetric, positive force-constant matrix $K$, with minima at $0$ and $d$:

$$U_1=\tfrac12q^TKq,\qquad U_2=\tfrac12(q-d)^TK(q-d),\qquad\lambda=\tfrac12d^TKd. \tag{18}$$

Any $q$ can be written as $q=xd+s$ with $d^TKs=0$, by choosing $x=d^TKq/(2\lambda)$. The cross terms vanish, leaving

$$U_1=\lambda x^2+\tfrac12s^TKs,\qquad U_2=\lambda(1-x)^2+\tfrac12s^TKs. \tag{19}$$

The extra term is the same in both states and is not negative. It adds to the lower eigenvalue, so the wells lie at $s=0$ with energy $-V^2/\lambda$. Every continuous path between them crosses $x=1/2$, where the energy is at least $\lambda/4-V$. The straight path $s=0$ has this value as its maximum. The lowest pass therefore has the barrier (12), with the total $\lambda$. The argument fails if the two states have different force constants or if $V$ depends on $q$.

## A proton in a phenolic resist

In a chemically amplified resist, light releases a strong acid, and its proton moves during the post-exposure bake. Consider one elementary step, in which the proton is shared by two equivalent oxygen sites in a short hydrogen bond. The following rough values are chosen, not measured: $\lambda=0.60$ eV, $V=0.030$ eV and $T=383$ K, for which $k_BT=0.0330$ eV.

Here $x$ describes the polymer surroundings, which are assumed to be slow, and the proton is treated quantum mechanically. At symmetry its two lowest levels are split by $2V$. Proton tunnelling is thus contained in $V$ and must not be added again.

The condition $V<\lambda/2=0.30$ eV holds. From (10) and (11),

$$E_-(0)=0.150-0.030=0.120\ \text{eV},\qquad E_-(y_\pm)=-\frac{0.030^2}{0.60}=-0.0015\ \text{eV}, \tag{20}$$

and the barrier is

$$E_b=\frac{(0.60-0.06)^2}{4\times0.60}=0.1215\ \text{eV}=11.7\ \text{kJ/mol}. \tag{21}$$

The left well lies at $x=0.0025$, so by (15) the proton is on the far site with a probability of 0.25 %.

The Boltzmann factor $e^{-E_b/k_BT}$ is 0.0252. With the uncoupled value $\lambda/4$ it would be 0.0106, so the coupling raises it by a factor of 2.4. The linear estimate, 0.120 eV, gives 0.0264, which is 5 % above the value from (12). At this coupling the quadratic term matters little. At $V=0.15$ eV and the same $\lambda$, the barrier is 0.0375 eV and the linear estimate is zero.

## What the model leaves out

**Unequal sites.** Let site 2 lie higher by $\Delta$, as it does when the two sites differ in basicity. Without coupling, $\lambda x^2=\lambda(1-x)^2+\Delta$ gives $x=(\lambda+\Delta)/(2\lambda)$ and a crossing energy

$$\lambda x^2=\frac{(\lambda+\Delta)^2}{4\lambda}=\frac{\lambda}{4}+\frac{\Delta}{2}+\frac{\Delta^2}{4\lambda}. \tag{22}$$

For $\Delta=0.10$ eV the increase is $0.050+0.004=0.054$ eV. Diagonalizing with the coupling included gives a barrier of 0.176 eV toward the higher site, an increase of the same size.

**Variable coupling.** Tunnelling depends strongly on the distance between the oxygen atoms. With $\lambda$ held fixed, halving $V$ raises the barrier to 0.135 eV and doubling it lowers the barrier to 0.096 eV. These are constant-coupling results at two other values of $V$. They do not treat a coupling that changes along the path.

**Higher proton levels.** Let $r$ be the proton position and $h$ its Hamiltonian in a symmetric double well $B[(r/a)^2-1]^2$, with levels $e_0,e_1,e_2,\dots$ Let the surroundings bias it linearly:

$$H=h+\lambda\left(y^2+\tfrac14\right)-\lambda y\,\frac{r}{r_{01}},\qquad r_{01}=\langle0|r|1\rangle>0. \tag{23}$$

By parity $r$ has no diagonal elements in the states 0 and 1. The localized combinations $(|0\rangle\mp|1\rangle)/\sqrt2$ have mean positions $\mp r_{01}$, hence bias energies $\pm\lambda y$. Their coupling is $(e_0-e_1)/2=-V$. Apart from the constant $(e_0+e_1)/2$, restriction to two levels therefore gives (3).

With minima 0.040 nm apart, a height $B=0.305$ eV reproduces $e_1-e_0=2V$. Keeping all levels of the numerical grid then gives a barrier of 0.181 eV, which is 0.059 eV, or about half, above (21). This is the largest correction found here. Refining the grid from 81 to 121 points changes the barrier by far less than the digits quoted.

The sign follows from the variational principle. At $y=0$ the bias vanishes and the ground level is $e_0$ in both treatments, so the top is unchanged. Elsewhere, more basis states can only lower the ground level, so the wells deepen. The size is understandable too: the third level lies 0.346 eV above the ground level, whereas by (13) the bias separates the two retained states by 0.60 eV at the wells. The higher levels are not remote on that scale, and the localized proton distorts in the field of its surroundings. Adding the third level alone gives 0.157 eV, four levels give 0.174 eV and six give 0.181 eV, while the wells move outward from $|y|\approx0.50$ to $0.67$. The comparison holds the two-level parameters $\lambda$ and $V$ fixed. For these numbers (12) is exact for its model but only a rough guide to the fuller one.

**Quantum surroundings.** Give the surroundings a quantum $\hbar\omega=0.020$ eV in a diabatic well of curvature $2\lambda=1.2$ eV. At fixed inertia, frequency scales as the root of curvature. By (9) the top has curvature $-10.8$ eV, so its quantum is $0.020\sqrt{10.8/1.2}=0.060$ eV and $u=0.060/0.0330=1.82$. An inverted parabola transmits with probability $1/(1+e^{-2\pi\varepsilon/u})$ at energy $\varepsilon k_BT$ from its top. Averaging over thermal energies, with the substitution $t=e^{2\pi\varepsilon/u}$, gives the rate factor

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/u}}=\frac{u}{2\pi}\int_0^\infty\frac{t^{-u/2\pi}}{1+t}\,dt=\frac{u/2}{\sin(u/2)}=1.15, \tag{24}$$

valid for $u<2\pi$. Because $R\le V+\lambda^2y^2/(2V)$, the true surface lies above this parabola. This weakens tunnelling far below the top, but the departure from a parabola also changes the transmission near the top. Solving the one-dimensional Schrödinger equation for the lower surface, continued at constant energy beyond the wells, and averaging in the same way gives 1.19. The parabolic value is therefore slightly too low here. Quantizing the well, taken as harmonic, adds a factor of 1.015.

**Leaving the lower surface.** The Landau–Zener formula, for a linear sweep through the crossing, gives the probability of staying on the lower surface as

$$P=1-\exp\left(-\frac{2\pi V^2}{\hbar\,|d(U_1-U_2)/dt|}\right). \tag{25}$$

The energy difference is $2\lambda y$. The inertia for $y$ is $\mu=2\lambda/\omega^2$, and the mean thermal speed is $\sqrt{2k_BT/(\pi\mu)}=\omega\sqrt{k_BT/(\pi\lambda)}$. The exponent has the magnitude

$$\frac{\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda k_BT}}=\frac{5.57\times0.030^2}{0.020\sqrt{0.60\times0.0330}}=1.78, \tag{26}$$

so $P=0.83$. Direct integration of the two-state Schrödinger equation for a sweep with this exponent also gives 0.83. This agreement tests the formula, not its use here. The formula assumes a constant speed, but at the mean thermal speed the kinetic energy at the top is only $k_BT/\pi=0.0105$ eV, while the upper surface lies $2V=0.060$ eV higher. Such a system does not have the energy to move to the upper surface, so $1-P$ is not the fraction that ends there. A better estimate treats the coordinate quantum mechanically as well. Solving the coupled two-state Schrödinger equation, with (3) held constant beyond the wells, gives a thermally averaged rate 0.69 times that for the lower surface alone. Beyond the wells the upper state lies 0.60 eV higher and is closed at thermal energies, so the reduction is extra reflection, and most of it already arises on the lower surface. The lower state changes character quickly near $y=0$, and this adds a kinetic energy, equal to $(\hbar\omega)^2\lambda/(16V^2)=0.017$ eV at the top. With this term included along the path, motion on the lower surface alone already gives a factor of 0.76. The potential barrier (12) is unchanged. Because the ratio 0.69 rises with temperature, however, the apparent activation energy of the rate is slightly higher, here by about 0.006 eV.

## Relation to a real resist

A bake at 383 K, or 110 °C, is ordinary for such resists. The coupling is less so. A proton shift of 0.040 nm requires the oxygen atoms to be unusually close, roughly 0.24 nm apart if each O–H distance is near 0.10 nm. At such a distance a real proton may have no double well at all. In a protonated water dimer with the oxygen atoms held 0.24 nm apart, MP2 calculations with fixed water geometry (O–H 0.097 nm, H–O–H 109°) put the proton more than 0.1 eV higher when it is 0.020 nm off centre than when it is at the centre. The value depends on the basis, from 0.17 eV with cc-pVDZ to 0.15 eV with cc-pVTZ and 0.14 eV with aug-cc-pVDZ. The double well of height 0.305 eV used above is therefore an illustration of the model, not a description of a real bond of this length. Ordinary hydrogen bonds between neutral hydroxyl groups are longer. At such lengths the coupling should be smaller, which at unchanged $\lambda$ moves the two-state barrier toward $\lambda/4=0.15$ eV. Degeneracy is also broken in a real film: the acid's counter-anion and the disordered polymer make neighbouring sites unequal, and an offset of 0.10 eV already raises the barrier toward the higher site by 0.054 eV. Nor is $E_b$ the activation energy of acid diffusion. Transport over nanometres also requires new hydrogen bonds, polymer motion and separation from or joint motion with the anion, none of which is in (3).

## Computed values

```
reorganization energy lambda: 0.60 eV
coupling V: 0.030 eV
upper limit of V for two wells: 0.30 eV
bake temperature: 383 K
thermal energy kT: 0.03300 eV
left well position x: 0.002506
weight of state 2 in left well: 0.002506
vertical gap at well: 0.6000 eV
well energy, grid scan: -0.00150 eV
top energy, grid scan: 0.12000 eV
barrier, grid scan: 0.12150 eV
barrier, formula: 0.12150 eV = 11.723 kJ/mol
largest scan-formula difference, all tests: 1.4e-09 eV
diabatic crossing lambda/4: 0.15000 eV
linear estimate lambda/4 - V: 0.12000 eV
Boltzmann factor of barrier: 0.02519
Boltzmann factor of lambda/4: 0.01062
Boltzmann factor of lambda/4 - V: 0.02636
strong coupling: 0.15 eV
strong-coupling barrier, grid scan: 0.03750 eV
strong-coupling linear estimate: 0.00000 eV
three-coordinate barrier / formula: 1.0000000
curvature at top: -10.800 eV
curvature at well: 1.188 eV
site offset: 0.10 eV
barrier toward higher site: 0.17592 eV
barrier with V halved: 0.13537 eV
barrier with V doubled: 0.09600 eV
proton well separation: 0.040 nm
matched proton double-well height: 0.3051 eV
proton ground level above well bottom: 0.1913 eV
proton third level above ground: 0.3458 eV
proton transition length: 0.01576 nm
barrier with all proton levels: 0.18080 eV
change due to higher levels: 0.05930 eV
proton grid shift, 81 to 121 points: -1.9e-14 eV
environment quantum: 0.020 eV
quantum of inverted barrier: 0.0600 eV
environment tunnelling rate factor: 1.1522
quantized-well rate factor: 1.0152
Landau-Zener exponent: 1.7806
adiabatic following, formula: 0.8315
adiabatic following, propagation: 0.8315
```
